# Exact Controlled-Z on a Boltzmann-Machine State with One Hidden Unit

## 1. Symmetry suggests a form for the hidden unit

All parameters here are dimensionless. The symmetry of the gate suggests a simple trial form for the new unit. A controlled-Z (CZ) gate on qubits $k$ and $l$ treats the two qubits alike. It leaves the basis states $|00\rangle$, $|01\rangle$ and $|10\rangle$ unchanged and reverses the sign of $|11\rangle$. Let $s=+1$ stand for $|0\rangle$ and $s=-1$ for $|1\rangle$. A new hidden unit with bias $\beta$ and weights $w_k,w_l$ will turn out to multiply each amplitude by

$$F(s_k,s_l)=2\cosh(\beta+w_ks_k+w_ls_l).$$

The exchange symmetry of the gate suggests $w_k=w_l=w$. The argument of the cosh then takes the values $\beta+2w$, $\beta$ and $\beta-2w$ when zero, one or two of the qubits are in $|1\rangle$.

The first two values must give the same $F$. Since cosh is even, this is achieved by making them opposite: $\beta+2w=-\beta$, so $\beta=-w$. With $A\equiv w$ the three arguments become

$$A,\qquad -A,\qquad -3A .$$

One complex number $A$ is left, and one condition, $\cosh 3A=-\cosh A$, remains to fix it. Section 4 finds all solutions that leave the visible biases unchanged, including those that this choice leaves out.

## 2. Conventions and the result

The state of $N$ qubits has unnormalized amplitudes

$$\psi(s)=\sum_{h_j=\pm1}\exp\Big(\sum_i a_is_i+\sum_j b_jh_j+\sum_{ij}W_{ij}s_ih_j\Big),$$

with complex $a_i$, $b_j$, $W_{ij}$. No two hidden units are coupled, so the sum over each $h_j$ can be done separately:

$$\psi(s)=e^{\sum_i a_is_i}\prod_j 2\cosh\Big(b_j+\sum_iW_{ij}s_i\Big).$$

A further hidden unit, coupled to qubits $k$ and $l$ alone, contributes

$$\sum_{h=\pm1}e^{h(\beta+w_ks_k+w_ls_l)}=2\cosh(\beta+w_ks_k+w_ls_l)=F(s_k,s_l),$$

and leaves all other factors as they were. With $n=(1-s)/2$, so that $n=0$ for $|0\rangle$ and $n=1$ for $|1\rangle$, the gate multiplies $\psi(s)$ by $(-1)^{n_kn_l}$. The new unit therefore implements the gate on every input state if $F=C(-1)^{n_kn_l}$ with a constant $C\neq0$, which normalization removes.

The parameters to enter are

$$\boxed{\;\beta=-\frac{i\pi}{4},\qquad w_k=w_l=+\frac{i\pi}{4},\qquad \psi_{\rm new}=\sqrt2\;{\rm CZ}_{kl}\,\psi\;}$$

Every old parameter, including the visible biases $a_i$, keeps its value.

## 3. Solving for the weight

The addition formula for cosh, followed by $\sinh2A=2\sinh A\cosh A$ and $2\sinh^2A=\cosh2A-1$, gives

$$\begin{aligned}
\cosh3A&=\cosh2A\cosh A+\sinh2A\sinh A\\
&=\cosh A\,(\cosh2A+2\sinh^2A)\\
&=\cosh A\,(2\cosh2A-1).
\end{aligned}$$

The condition $\cosh3A=-\cosh A$, with $\cosh A\ne0$ so that the state is not wiped out, becomes $2\cosh2A-1=-1$, or

$$\cosh2A=0 .$$

For real $x,y$ we have $\cosh(x+iy)=\cosh x\cos y+i\sinh x\sin y$. The real part vanishes when $\cos y=0$. Then $\sin y=\pm1$, and the imaginary part requires $x=0$. Thus $2A$ is an odd multiple of $i\pi/2$, and the simplest choice is $A=i\pi/4$.

Since $\cosh(iy)=\cos y$, the factor of the new unit is

$$F=2\cos\Big[\frac{\pi}{4}(s_k+s_l-1)\Big].$$

| input | $s_k+s_l-1$ | $F$ |
|---|---|---|
| 00 | $1$ | $2\cos(\pi/4)=\sqrt2$ |
| 01, 10 | $-1$ | $2\cos(-\pi/4)=\sqrt2$ |
| 11 | $-3$ | $2\cos(-3\pi/4)=-\sqrt2$ |

This proves the boxed result. It can be read as interference. The values $h=\pm1$ contribute two terms of unit modulus with opposite phases, $\pm\pi/4$ for input 00. Each qubit in $|1\rangle$ lowers the phase of the $h=+1$ term by $\pi/2$ and raises that of the other by the same amount. One such step exchanges the two phases, so the sum is unchanged. A second step takes them to $\mp3\pi/4$, where the sum has the same size and the opposite sign.

**Why real hidden parameters fail.** Consider the cross-ratio

$$R=\frac{F(+,+)\,F(-,-)}{F(+,-)\,F(-,+)} .$$

The gate requires $R=C(-C)/C^2=-1$. Changing the visible biases multiplies $F$ by $e^{\alpha_ks_k+\alpha_ls_l}$. The exponents add to zero in the numerator and also in the denominator, so $R$ does not change. For real $\beta,w_k,w_l$ each cosh is positive, hence $R>0$. Real hidden parameters thus cannot produce the gate, even with complex changes of the visible biases. Adding several real hidden units does not help, because a product of positive cross-ratios is positive. The argument needs $\beta$ to be real as well as the weights. With real $w_k=w_l=w\ne0$ and $\beta=x+i\pi/2$, one finds $R=(\cosh2x-\cosh4w)/(\cosh2x-1)$, which equals $-1$ when $\cosh2x=\cosh^22w$; adding $\tfrac12\ln[\sinh x/\sinh(x+2w)]$, with $x,w>0$, to $a_k$ and $a_l$ then completes the gate.

## 4. All single-unit solutions with unchanged visible biases

An implementation may need a different but equivalent set of weights, and a numerical search may return one. To find all those that leave the visible biases unchanged, drop the assumption $w_k=w_l$ and write $\theta_{s_ks_l}=\beta+w_ks_k+w_ls_l$. From

$$\cosh x-\cosh y=2\sinh\frac{x+y}{2}\,\sinh\frac{x-y}{2}$$

and the zeros of sinh at integer multiples of $i\pi$, equality of the two cosh values means $x=\pm y+2\pi i m$ with integer $m$. For $\cosh x=-\cosh y=\cosh(y+i\pi)$, the shift is an odd multiple of $i\pi$ instead. With $\theta_{++}=A$, signs $\epsilon_j=\pm1$ and integers $m_j$, the gate conditions are

$$\begin{aligned}
\theta_{+-}&=\epsilon_1A+2\pi i m_1,\\
\theta_{-+}&=\epsilon_2A+2\pi i m_2,\\
\theta_{--}&=\epsilon_3A+i\pi(2m_3+1).
\end{aligned}$$

Both $\theta_{++}+\theta_{--}$ and $\theta_{+-}+\theta_{-+}$ equal $2\beta$. Equating them gives

$$(1+\epsilon_3-\epsilon_1-\epsilon_2)\,A=i\pi\,[\,2(m_1+m_2-m_3)-1\,].$$

The bracket on the right is odd. The coefficient on the left can be $0$, $\pm2$ or $4$:

- Coefficient $0$ is contradictory, because an odd number is not zero.
- Coefficient $\pm2$ makes $A$ an odd multiple of $i\pi/2$. Then $\cosh A=0$ and $F$ vanishes on all inputs.
- Coefficient $4$ requires $\epsilon_3=1$ and $\epsilon_1=\epsilon_2=-1$. It gives $A=i\pi m/4$ with $m$ odd.

In the last case the parameters follow from sums and differences of the arguments:

$$\begin{aligned}
\beta&=\tfrac12(\theta_{++}+\theta_{--})=\tfrac{i\pi}{4}(m+4m_3+2),\\
w_k&=\tfrac12(\theta_{++}-\theta_{-+})=\tfrac{i\pi}{4}(m-4m_2),\\
w_l&=\tfrac12(\theta_{++}-\theta_{+-})=\tfrac{i\pi}{4}(m-4m_1).
\end{aligned}$$

For odd $m$, $m+2$ and $-m$ differ by $2m+2$, a multiple of 4. Every solution therefore has the form

$$(\beta,w_k,w_l)=\frac{i\pi}{4}(p,q,r),\qquad p,q,r\ \text{odd},\qquad q\equiv r\equiv-p\pmod 4 .$$

Conversely, every such triple works. Changing $p$, $q$ or $r$ by 4 shifts the argument by $\pm i\pi$ on every input, which merely reverses the overall sign of $F$. These shifts connect all triples with $q\equiv r\equiv1$ to $(-1,1,1)$, the solution already checked. The remaining triples have $q\equiv r\equiv-1$. Reversing all three signs takes them to the first class, and $F$ is even under that reversal.

Hence, with the visible biases unchanged, $|F|=\sqrt2$ for every solution, and all the weights are imaginary. A search that also varies the visible biases can find others. For example, $\beta=0$ and $w_k=w_l=\tfrac12\ln(1+\sqrt2)+i\pi/4$, with $-i\pi/4$ added to $a_k$ and $a_l$, give the gate with constant 2. Among the $8^3=512$ odd triples between $-7$ and $7$, $p$ is free and $q$ and $r$ each have four allowed values, so $8\cdot4\cdot4=128$ should give the gate. Direct evaluation of $F$ on all 512 finds 128. A Newton search from 500 random complex starts reached a nonzero solution 184 times. It found 65 distinct solutions, all in this set.

## 5. Other controlled phases

The form found in Section 1 also gives the gate ${\rm diag}(1,1,1,e^{i\varphi})$. The condition is now $\cosh3A=e^{i\varphi}\cosh A$. Dividing by $\cosh A$ and using the identity of Section 3,

$$2\cosh2A-1=e^{i\varphi}\quad\Longrightarrow\quad\cosh2A=\frac{1+e^{i\varphi}}2 .$$

A solution exists for every real $\varphi$, since cosh takes every complex value. The parameters are $\beta=-A$ and $w_k=w_l=A$, and the constant in front of the gate is $2\cosh A$. Its square is

$$(2\cosh A)^2=2(\cosh2A+1)=3+e^{i\varphi}.$$

The modulus of the right side lies between 2 and 4, so the constant never vanishes and the division by $\cosh A$ was allowed.

At $\varphi=\pi$ the CZ result returns. At $\varphi=0$ one may take $A=0$, and the unit contributes the constant 2. For small positive $\varphi$, expanding both sides to leading order gives $1+2A^2\simeq1+i\varphi/2$, hence

$$A\simeq\tfrac12e^{i\pi/4}\sqrt{\varphi}.$$

In this form, with the visible biases unchanged, the weight grows as the square root of the angle, so it is larger for a weak gate than a linear estimate would suggest. If the visible biases may change, smaller weights are possible, with $\beta$ near a zero of cosh and a smaller constant in front of the gate.

For $\varphi=\pi/2$ the solution is $A=0.2653+0.5593i$, with constant $1.7553+0.2848i$. The real part of $A$ is needed here: an imaginary $A$ makes $\cosh2A$ real, whereas $(1+e^{i\varphi})/2$ is real only when $\sin\varphi=0$.

## 6. Conversion to units with values 0 and 1

If the visible variables are stored as $n=0,1$ but the hidden unit keeps $h=\pm1$, substitute $s=1-2n$:

$$\theta=\frac{i\pi}{4}(s_k+s_l-1)=\frac{i\pi}{4}-\frac{i\pi}{2}(n_k+n_l).$$

The bias is then $i\pi/4$ and both weights are $-i\pi/2$.

If the hidden unit also takes the values 0 and 1, its factor is $G=1+e^{c+u_kn_k+u_ln_l}$. This factor alone cannot make the gate. Equality of $G$ on 00 and 10 gives $e^c(e^{u_k}-1)=0$, so $e^{u_k}=1$. In the same way $e^{u_l}=1$. Then $G(1,1)=G(0,0)$, while the gate demands $G(1,1)=-G(0,0)$, so $G$ would vanish everywhere.

The cure is a change of two visible biases. Since $2\cosh\theta=e^{-\theta}(1+e^{2\theta})$,

$$F=e^{-i\pi/4}\,e^{\frac{i\pi}{2}(n_k+n_l)}\Big[1+e^{\frac{i\pi}{2}-i\pi(n_k+n_l)}\Big].$$

One therefore sets $c=i\pi/2$ and $u_k=u_l=-i\pi$, and adds $i\pi/2$ to the biases that multiply $n_k$ and $n_l$. The constant $e^{-i\pi/4}$ is a global phase and may be omitted. The bias changes are the one-qubit gates ${\rm diag}(1,i)$ on each of the two qubits.

## 7. Errors in the weights

The gate is exact when the weights are exact. If they are rounded, or varied by later training, the argument changes by

$$\delta=\delta_\beta+\delta_ks_k+\delta_ls_l .$$

To first order, $2\cosh(\theta+\delta)\simeq F\,(1+\delta\tanh\theta)$. At the four arguments $i\pi/4$, $-i\pi/4$ (twice) and $-3i\pi/4$, $\tanh\theta$ equals $i$, $-i$, $-i$ and $i$, which is $i\,s_ks_l$. Because $s_k^2=s_l^2=1$,

$$\frac{\Delta F}{F}\simeq i\,(\delta_\beta s_ks_l+\delta_ks_l+\delta_ls_k).$$

A real error in the bias thus adds a small unwanted two-qubit phase. A real error in the weight to qubit $k$ adds a phase that depends on the other qubit, $l$. Imaginary errors change the moduli of the amplitudes instead, so the operation is no longer unitary up to a constant. This division holds to first order; several real errors together change the moduli unequally at second order. Since $|\tanh\theta|=1$ on all inputs, the logarithmic derivative of $F$ with respect to the new parameters is finite everywhere.

## 8. Worked example: three qubits

Take three visible and two hidden units with

$$a=(0.1,\,-0.2,\,0.3i),\qquad b=(0.2,\,-0.1i),$$

$$W=\begin{pmatrix}0.3&0.1i\\-0.2i&0.4\\0.2&-0.3\end{pmatrix},$$

and apply CZ to qubits 1 and 3. For the basis state $|101\rangle$, $s=(-1,1,-1)$. The visible exponent is

$$-0.1-0.2-0.3i=-0.3-0.3i,$$

and the arguments of the two old hidden units are

$$\begin{aligned}
0.2-0.3-0.2i-0.2&=-0.3-0.2i,\\
-0.1i-0.1i+0.4+0.3&=0.7-0.2i .
\end{aligned}$$

The old amplitude is therefore

$$\psi(101)=e^{-0.3-0.3i}\;2\cosh(-0.3-0.2i)\;2\cosh(0.7-0.2i)=3.5236-1.3380i .$$

The new unit has argument $(i\pi/4)(-1-1-1)=-3i\pi/4$ and factor $-1.414214$, so

$$\psi_{\rm new}(101)=-1.414214\,(3.5236-1.3380i)\simeq-4.983+1.892i .$$

The state $|111\rangle$ also changes sign. The other six amplitudes are multiplied by $+1.4142$. The squared norm doubles, from 215.21 to 430.42, as it must when every modulus grows by $\sqrt2$.

The entanglement entropy of qubit 1 with the other two rises from 0.034 to 0.900 bit. A product input shows what controls such a rise. Let $P_k$ and $P_l$ be the probabilities of $|1\rangle$ on the two qubits. After the gate, qubit $l$ is in $|\phi\rangle$ or $Z|\phi\rangle$ according to the state of qubit $k$, and these two states overlap by $\langle\phi|Z|\phi\rangle=1-2P_l$. The off-diagonal element of the density matrix of qubit $k$ is multiplied by this overlap, so its determinant is

$$P_k(1-P_k)\,[1-(1-2P_l)^2]=4P_k(1-P_k)P_l(1-P_l).$$

The determinant reaches its largest value, $1/4$, when both probabilities are $1/2$. The entropy is then one bit, as found numerically for the input $|{+}{+}\rangle$. The three-qubit state above is not exactly a product, so this formula is a guide to its entropy and not a calculation of it.

## 9. Many gates and graph states

Each further CZ gate adds one hidden unit. After $M$ gates the common factor is $2^{M/2}$. In a long circuit it should be removed by subtracting $\tfrac12\ln2$ per gate from the logarithm of the amplitude. Two gates on the same pair give $F^2=2$ on all inputs, so both units can be deleted.

With no hidden units and all $a_i=0$, every amplitude is 1, which is the unnormalized state with each qubit in $|+\rangle$. One hidden unit per edge of a graph then produces the graph state

$$\psi(n)=2^{M/2}\prod_{\rm edges}(-1)^{n_in_j}.$$

Flipping $n_i$ changes its sign by $(-1)^{\sum_jn_j}$, summed over the neighbours $j$ of $i$. The product of $Z_j$ over these neighbours supplies the same sign, so $X_i\prod_jZ_j$ leaves the state unchanged.

For a ring of four qubits the four hidden units give $|\psi|=2^{4/2}=4$. The sign is negative when an odd number of edges have both ends in $|1\rangle$. Two adjacent qubits in $|1\rangle$ give one such edge, three give two, and four give four; opposite pairs and single qubits give none. The four adjacent pairs are therefore the negative cases, in agreement with the 4 negative amplitudes out of 16 in the numerical output.

The construction relies on the gate being diagonal in the basis of the visible units. A gate that mixes basis states, such as the Hadamard gate, is not a multiplication of $\psi(s)$ by a factor and is not covered by this derivation.

## Calculated quantities

```
largest relative error, 60 random gate tests: 7.1e-16
pi/4 = 0.785398, sqrt(2) = 1.414214
factor of new unit on |00>: +1.414214 +0.000000i
factor of new unit on |01>: +1.414214 +0.000000i
factor of new unit on |10>: +1.414214 +0.000000i
factor of new unit on |11>: -1.414214 +0.000000i
cross-ratio of new unit: -1.000000
Newton search: starts 500, nonzero solutions reached 184
Newton search: distinct solutions 65, all on the lattice
odd triples from -7 to 7: 512, giving CZ: 128
controlled phase pi/2: A = +0.265319 +0.559259i
controlled phase pi/2: prefactor 2cosh(A) = +1.755317 +0.284849i
example a: +0.1 +0.0i, -0.2 +0.0i, +0.0 +0.3i
example b: +0.2 +0.0i, -0.0 -0.1i
example W, qubit 1: +0.3 +0.0i, +0.0 +0.1i
example W, qubit 2: -0.0 -0.2i, +0.4 +0.0i
example W, qubit 3: +0.2 +0.0i, -0.3 +0.0i
|000> before +4.4368 +0.7986i, after +6.2745 +1.1294i, ratio +1.4142
|001> before +4.3651 -1.6380i, after +6.1732 -2.3164i, ratio +1.4142
|010> before +7.6628 +3.4395i, after +10.8368 +4.8642i, ratio +1.4142
|011> before +5.4081 -1.3293i, after +7.6482 -1.8799i, ratio +1.4142
|100> before +2.7797 +0.7383i, after +3.9311 +1.0441i, ratio +1.4142
|101> before +3.5236 -1.3380i, after -4.9831 +1.8923i, ratio -1.4142
|110> before +4.8786 +2.3093i, after +6.8993 +3.2658i, ratio +1.4142
|111> before +4.2156 -1.4854i, after -5.9617 +2.1007i, ratio -1.4142
squared norm before 215.2111, after 430.4222
entropy of qubit 1 before: 0.0337 bit
entropy of qubit 1 after: 0.8998 bit
entropy made from |++>: 1.0000 bit
ring of 4: hidden units 4, |amplitude| 4.0000
ring of 4: negative amplitudes 4 of 16
ring of 4: largest stabilizer error 1.4e-15
```
